# Parallel Transfer-Curve Shifts from Fixed Donors in a Thin Channel: test program

```python
"""
Result under test: fixed ionized donors in a thin transistor channel shift the
transfer curve almost rigidly, just as charge in the gate insulator does.
At equal mobile sheet density N the donor-induced shift is
    dV = -q D / C_i + delta,   -q D xbar / eps_s <= delta <= 0,
D: donor sheet density, xbar: mean donor depth from the insulator,
C_i: insulator capacitance per area, eps_s: channel permittivity.
The potentials come from a finite-volume Poisson solution of the full stack
(gate, insulator, channel); the formulas are used only for comparison.
Lengths are in cm, densities in cm^-3 or cm^-2, potentials in V.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
temperature = 300.0
VT = const.k * temperature / q
eps0 = const.epsilon_0 / 100.0            # F/cm
eps_i, eps_s = 4.0 * eps0, 10.0 * eps0
t_i, t_s = 200e-7, 30e-7
C_i = eps_i / t_i
N_d = 1e17
D = N_d * t_s
n_ref = 1e16                              # electron density at zero potential
n_half = 1e16                             # density that neutralizes half the donors
mobility, aspect = 10.0, 10.0             # cm^2/(V s), W/L
INS = 40                                  # number of insulator cells


class Stack:
    """Grid and fixed charge of one device; node INS is the interface."""

    def __init__(self, thickness=t_s):
        self.thickness = thickness
        self.x = thickness * np.linspace(0, 1, 401) ** 1.5
        hx = np.diff(self.x)
        hi = np.full(INS, t_i / INS)
        self.coupling = np.concatenate([eps_i / hi, eps_s / hx])
        self.width = np.zeros(INS + len(self.x))
        self.width[INS:-1] += hx / 2
        self.width[INS + 1:] += hx / 2
        self.fixed = np.zeros_like(self.width)     # C/cm^2 at each node

    def add_donors(self, density):
        self.fixed[INS:] += q * self.width[INS:] * density
        return self

    def add_insulator_sheet(self, sheet, node):
        self.fixed[node] += q * sheet
        return self

    def solve(self, N):
        """Potential at all nodes for mobile sheet density N (Newton)."""
        c = self.coupling
        phi = np.full(len(self.width), VT * np.log(N / (n_ref * self.thickness)))
        gate_charge = q * N - self.fixed.sum()     # overall neutrality
        electrons = np.zeros_like(phi)             # stays zero in the insulator
        for _ in range(600):
            electrons[INS:] = q * self.width[INS:] * n_ref * np.exp(phi[INS:] / VT)
            flux = c * np.diff(phi)
            residual = self.fixed - electrons
            residual[0] += gate_charge
            residual[:-1] += flux
            residual[1:] -= flux
            band = np.zeros((3, len(phi)))
            band[0, 1:] = c
            band[2, :-1] = c
            band[1] = -electrons / VT
            band[1, :-1] -= c
            band[1, 1:] -= c
            step = solve_banded((1, 1), band, -residual)
            phi = phi + step
            if np.max(np.abs(step)) < 1e-5:        # quadratic convergence
                return phi
        raise RuntimeError("Newton iteration did not converge")

    def gate_voltage(self, N):
        return self.solve(N)[0]


def curve(stack, densities):
    return np.array([stack.gate_voltage(N) for N in densities])


def subthreshold_delta(density, thickness):
    a = q * density * thickness ** 2 / (2 * eps_s * VT)
    return -VT * np.log(quad(lambda s: np.exp(a * (1 - s * s)), 0, 1)[0])


# Fresh device, uniform donors, and a charge sheet in mid-insulator
N_grid = np.geomspace(1e6, 3e12, 46)
fresh = Stack()
doped = Stack().add_donors(N_d)
V_fresh, V_doped = curve(fresh, N_grid), curve(doped, N_grid)
main_shift = q * D / C_i
mid_sheet = 2 * D
V_mid = curve(Stack().add_insulator_sheet(mid_sheet, INS // 2), N_grid)
assert np.allclose(V_mid - V_fresh, -q * mid_sheet * 0.5 / C_i, atol=3e-5)

# Bound on the residual for uniform, front and back donors
delta = V_doped - V_fresh + main_shift
bound = q * D * (t_s / 2) / eps_s
assert np.all(delta < 3e-5) and np.all(delta > -bound)
span = np.ptp(delta)
layer_results = {}
for name, mask in (("front", fresh.x <= 1e-7), ("back", fresh.x >= t_s - 1e-7)):
    weight = fresh.width[INS:] * mask
    layer = Stack().add_donors(mask * D / weight.sum())
    depth = np.sum(weight * fresh.x) / weight.sum()
    d_layer = curve(layer, N_grid) - V_fresh + main_shift
    b_layer = q * D * depth / eps_s
    assert np.all(d_layer < 3e-5) and np.all(d_layer > -b_layer - 3e-5)
    layer_results[name] = (np.ptp(d_layer), b_layer)

# Interface sheet that imitates the donors best over the whole sweep
shift = V_doped - V_fresh
match_sheet = -(shift.max() + shift.min()) / 2 * C_i / q
V_match = curve(Stack().add_insulator_sheet(match_sheet, INS), N_grid)
mismatch = np.max(np.abs(V_match - V_doped))
assert mismatch < 0.02 * main_shift

# Limits: deep subthreshold, weak doping, strong accumulation
delta_sub = subthreshold_delta(N_d, t_s)
assert abs(delta[0] - delta_sub) < 2e-4
weak = 1e15
delta_weak = (Stack().add_donors(weak).gate_voltage(1e6) - V_fresh[0]
              + q * weak * t_s / C_i)
assert abs(delta_weak / (-q * weak * t_s ** 2 / (3 * eps_s)) - 1) < 0.01
N_high = 2e13
delta_high = doped.gate_voltage(N_high) - fresh.gate_voltage(N_high) + main_shift
# neglected terms are a few percent at this density
assert abs(delta_high / (2 * VT * np.log(1 - D / N_high)) - 1) < 0.08

# Subthreshold swing before and after
swing = [s.gate_voltage(1e7) - s.gate_voltage(1e6) for s in (fresh, doped)]
assert all(abs(s / (VT * np.log(10)) - 1) < 0.005 for s in swing)


# Shift at equal drain current, from the gradual-channel integral
def make_table(V):
    log_N = np.linspace(np.log(N_grid[0]), np.log(N_grid[-1]), 20001)
    return CubicSpline(np.log(N_grid), V)(log_N), log_N


def drain_current(vg, vd, table):
    V_tab, log_tab = table
    along = np.linspace(0, vd, 4001)
    v = vg - along
    log_N = np.where(v < V_tab[0], log_tab[0] + (v - V_tab[0]) / VT,
                     np.interp(v, V_tab, log_tab))
    return aspect * mobility * q * trapezoid(np.exp(log_N), along)


def gate_for_current(current, vd, table):
    return brentq(lambda v: np.log(drain_current(v, vd, table) / current),
                  table[0][0], table[0][-1], xtol=1e-9)


tab_fresh, tab_doped = make_table(V_fresh), make_table(V_doped)
currents = (1e-11, 1e-9, 1e-7, 1e-6)
current_shift = {}
for vd in (0.1, 5.0):
    row = [gate_for_current(i, vd, tab_doped) - gate_for_current(i, vd, tab_fresh)
           for i in currents]
    assert all(-main_shift - bound < s < -main_shift + 1e-4 for s in row)
    current_shift[vd] = row

# Thick film with the same donor sheet density: visible distortion
t_thick = 200e-7
thick_ref = Stack(t_thick)
thick_dop = Stack(t_thick).add_donors(D / t_thick)
ends = np.array([1e6, 3e12])
thick_shift = curve(thick_dop, ends) - curve(thick_ref, ends)
assert abs(thick_shift[0] + main_shift
           - subthreshold_delta(D / t_thick, t_thick)) < 1e-3
thick_span = abs(thick_shift[1] - thick_shift[0])
assert thick_span > 5 * span


# Donors that lose their charge when electrons accumulate
def switchable_shift(N):
    ionized = np.ones_like(fresh.x)
    for _ in range(200):
        phi = Stack().add_donors(N_d * ionized).solve(N)
        target = 1 / (1 + n_ref * np.exp(phi[INS:] / VT) / n_half)
        change = np.max(np.abs(target - ionized))
        ionized = 0.5 * (ionized + target)
        if change < 1e-6:
            return phi[0] - fresh.gate_voltage(N)
    raise RuntimeError("donor occupation did not converge")


switch = [switchable_shift(N) for N in (1e6, 1e12)]
assert abs(switch[0] - shift[0]) < 1e-3
assert abs(switch[1]) < 0.5 * abs(switch[0])

# Thickness series at N = 1e11 cm^-2
series = []
for t in (15e-7, 30e-7, 60e-7):
    base = Stack(t).gate_voltage(1e11)
    s_don = Stack(t).add_donors(N_d).gate_voltage(1e11) - base
    s_ins = Stack(t).add_insulator_sheet(D, INS).gate_voltage(1e11) - base
    limit = q * N_d * t * (1 / C_i + t / (2 * eps_s))
    assert q * N_d * t / C_i - 3e-5 < -s_don < limit
    assert abs(s_ins + main_shift) < 3e-5
    series.append((t * 1e7, s_don, s_ins))

print(f"temperature {temperature:.0f} K, kT/q = {VT*1e3:.2f} mV")
print(f"insulator: {t_i*1e7:.0f} nm, rel. permittivity {eps_i/eps0:.0f}")
print(f"channel: {t_s*1e7:.0f} nm, rel. permittivity {eps_s/eps0:.0f}")
print(f"C_i = {C_i*1e9:.2f} nF/cm^2")
print(f"donor density {N_d:.1e} cm^-3, sheet D = {D:.1e} cm^-2")
print(f"density at zero potential {n_ref:.1e} cm^-3")
print(f"q D / C_i = {main_shift:.3f} V")
print(f"bound on residual, uniform donors = {bound*1e3:.1f} mV")
print(f"bound / (q D / C_i) = {100*bound/main_shift:.2f} %")
print(f"mid-insulator sheet = {mid_sheet:.1e} cm^-2")
print("N (cm^-2) | fresh V_G (V) | shift mid-insulator (V) | shift donors (V)")
for k in (0, 9, 18, 27, 36, 45):
    print(f"{N_grid[k]:.2e} | {V_fresh[k]:.3f} | "
          f"{V_mid[k]-V_fresh[k]:.3f} | {shift[k]:.3f}")
print(f"spread of donor shift over sweep = {span*1e3:.1f} mV")
print(f"best interface sheet = {match_sheet:.3e} cm^-2")
print(f"largest V_G mismatch with that sheet = {mismatch*1e3:.1f} mV")
a_value = q * N_d * t_s ** 2 / (2 * eps_s * VT)
print(f"parameter a = {a_value:.2f}")
print(f"subthreshold residual: formula {delta_sub*1e3:.1f} mV, "
      f"Poisson {delta[0]*1e3:.1f} mV")
print(f"residual at N = {N_high:.0e} cm^-2: {delta_high*1e3:.2f} mV")
print(f"swing fresh {swing[0]*1e3:.2f}, donors {swing[1]*1e3:.2f} mV/decade")
for name, (s, b) in layer_results.items():
    print(f"donors in 1 nm at {name}: spread {s*1e3:.1f} mV, bound {b*1e3:.1f} mV")
print(f"mobility {mobility:.0f} cm^2/(V s), W/L = {aspect:.0f}")
for vd, row in current_shift.items():
    for i, s in zip(currents, row):
        print(f"V_D = {vd:.1f} V, I = {i:.0e} A: shift {s:.3f} V")
print(f"thick film {t_thick*1e7:.0f} nm, same D: shift {thick_shift[0]:.3f} V "
      f"at N=1e6, {thick_shift[1]:.3f} V at N=3e12 cm^-2")
print(f"thick film spread = {thick_span:.3f} V")
print(f"half-neutralizing electron density = {n_half:.1e} cm^-3")
print(f"switchable donors: shift {switch[0]:.3f} V at N=1e6, "
      f"{switch[1]:.3f} V at N=1e12 cm^-2")
print("thickness series at N = 1e11 cm^-2, equal N_d or equal insulator sheet D")
for t, s_don, s_ins in series:
    print(f"{t:.0f} nm: donors {s_don:.3f} V, insulator sheet {s_ins:.3f} V")
print("verified")
```

Printed output:

```
temperature 300 K, kT/q = 25.85 mV
insulator: 200 nm, rel. permittivity 4
channel: 30 nm, rel. permittivity 10
C_i = 17.71 nF/cm^2
donor density 1.0e+17 cm^-3, sheet D = 3.0e+11 cm^-2
density at zero potential 1.0e+16 cm^-3
q D / C_i = 2.714 V
bound on residual, uniform donors = 81.4 mV
bound / (q D / C_i) = 3.00 %
mid-insulator sheet = 6.0e+11 cm^-2
N (cm^-2) | fresh V_G (V) | shift mid-insulator (V) | shift donors (V)
1.00e+06 | -0.266 | -2.714 | -2.777
1.97e+07 | -0.189 | -2.714 | -2.777
3.90e+08 | -0.109 | -2.714 | -2.777
7.70e+09 | 0.036 | -2.714 | -2.776
1.52e+11 | 1.437 | -2.714 | -2.760
3.00e+12 | 27.351 | -2.714 | -2.719
spread of donor shift over sweep = 58.3 mV
best interface sheet = 3.038e+11 cm^-2
largest V_G mismatch with that sheet = 29.2 mV
parameter a = 3.15
subthreshold residual: formula -63.2 mV, Poisson -63.2 mV
residual at N = 2e+13 cm^-2: -0.76 mV
swing fresh 59.61, donors 59.61 mV/decade
donors in 1 nm at front: spread 1.0 mV, bound 2.7 mV
donors in 1 nm at back: spread 109.7 mV, bound 160.3 mV
mobility 10 cm^2/(V s), W/L = 10
V_D = 0.1 V, I = 1e-11 A: shift -2.777 V
V_D = 0.1 V, I = 1e-09 A: shift -2.777 V
V_D = 0.1 V, I = 1e-07 A: shift -2.770 V
V_D = 0.1 V, I = 1e-06 A: shift -2.734 V
V_D = 5.0 V, I = 1e-11 A: shift -2.777 V
V_D = 5.0 V, I = 1e-09 A: shift -2.777 V
V_D = 5.0 V, I = 1e-07 A: shift -2.775 V
V_D = 5.0 V, I = 1e-06 A: shift -2.770 V
thick film 200 nm, same D: shift -3.215 V at N=1e6, -2.720 V at N=3e12 cm^-2
thick film spread = 0.495 V
half-neutralizing electron density = 1.0e+16 cm^-3
switchable donors: shift -2.777 V at N=1e6, -0.193 V at N=1e12 cm^-2
thickness series at N = 1e11 cm^-2, equal N_d or equal insulator sheet D
15 nm: donors -1.370 V, insulator sheet -2.714 V
30 nm: donors -2.765 V, insulator sheet -2.714 V
60 nm: donors -5.664 V, insulator sheet -2.714 V
verified
```
